# The Cowley-Sze slope of metal-semiconductor barriers with uniform interface states

If the barrier between a metal and an n-type semiconductor were simply the metal work function minus the electron affinity, a metal with a work function larger by 1 eV would give a barrier higher by 1 eV. For the contact worked out below, this would predict barriers from 0.25 to 1.25 eV over five metals. When the charge in interface states is counted, the same five metals give 0.61 to 0.91 eV. A barrier chosen by work function alone would be wrong by up to about 0.36 eV, and thermionic current depends exponentially on that number.

## Model and conventions

The contact is at zero bias, so one Fermi level $E_F$ runs through it. The coordinate $x$ points from metal to semiconductor. Energies are in eV, so an electron energy difference and the matching potential difference in volts have the same size and opposite signs. $kT$ is also in eV, $q>0$ is the elementary charge, and charges $Q$ are per unit area.

- $\phi_m$ is the metal work function, $\chi$ the electron affinity, $E_g$ the band gap.
- $\phi_B$ is the height of the conduction edge above $E_F$ at the semiconductor surface, before image-force lowering.
- **A1.** A charge-free dielectric of thickness $\delta$ and permittivity $\varepsilon_i$ separates the metal charge from the semiconductor surface. The metal charge and the interface-state charge are treated as thin sheets at its two faces.
- **A2.** Interface states have constant density $D$, per area and per eV, from valence to conduction edge. They are neutral when filled up to $\phi_0$ above the valence edge, and share $E_F$.
- **A3.** $D$, $\phi_0$, $\delta$, $\varepsilon_i$ and $\chi$ are the same for every metal compared.
- **A4.** The semiconductor has uniform donor density $N$, fully ionized and nondegenerate, and its surface is depleted.

## Three lemmas

**Lemma 1 (gap).** If $Q_m$ is the metal charge,

$$\phi_B+\chi-\phi_m=\frac{\delta}{\varepsilon_i}Q_m .$$

*Proof.* The vacuum level lies $\phi_m$ above $E_F$ at the metal and $\phi_B+\chi$ above it at the semiconductor surface. Its rise across the gap is the left side. By Gauss's law the gap field is $Q_m/\varepsilon_i$, along $+x$ for positive $Q_m$. The potential therefore falls by $\delta Q_m/\varepsilon_i$, and the electron energy rises by the same amount. ∎

**Lemma 2 (interface states).** If $E_F$ lies several $kT$ from both band edges at the surface,

$$Q_{ss}=-qD\,(E_g-\phi_0-\phi_B).$$

*Proof.* Measure energy from the valence edge at the surface, where the Fermi level sits at $F=E_g-\phi_B$. The Fermi function $f=1/(1+e^{(E-F)/kT})$ has the antiderivative $-kT\ln(1+e^{(F-E)/kT})$, so

$$\int_0^{E_g}\! f\,dE=kT\ln\frac{1+e^{F/kT}}{1+e^{(F-E_g)/kT}} .$$

Taking $e^{F/kT}$ out of the numerator and using $F-E_g=-\phi_B$ gives

$$\int_0^{E_g}\! f\,dE=F+kT\ln(1+e^{-F/kT})-kT\ln(1+e^{-\phi_B/kT}).$$

The logarithms are exponentially small. Neutrality needs $\phi_0$ filled states per unit $D$; each electron beyond that contributes $-q$. Hence $Q_{ss}=-qD(F-\phi_0)$. ∎

**Lemma 3 (depletion).** Let $V_n=kT\ln(N_c/N)$ be the height of the bulk conduction edge above $E_F$, with $N_c$ the effective density of states, and let $v=V_n+kT$. With holes neglected and $\phi_B-V_n\gg kT$,

$$Q_{sc}=\sqrt{2q\varepsilon_sN(\phi_B-v)} .$$

*Proof.* Let $u(x)$ be the upward band bending. The electron density is $Ne^{-u/kT}$, and since electron energy has the opposite sign to potential, Poisson's equation reads

$$u''=\frac{qN}{\varepsilon_s}\left(1-e^{-u/kT}\right).$$

Multiply by $u'$ and integrate from the bulk, where $u=u'=0$:

$$\tfrac12u'^2=\frac{qN}{\varepsilon_s}\left[u+kT\left(e^{-u/kT}-1\right)\right].$$

At the surface $u=\phi_B-V_n$ and the exponential is negligible, so $u'^2=2qN(\phi_B-v)/\varepsilon_s$. Integrating the charge density $\varepsilon_su''$ over the semiconductor gives $Q_{sc}=-\varepsilon_su'(0)$. This is positive because the bending decreases into the bulk. ∎

The depletion width is $W=Q_{sc}/(qN)$. Differentiating $Q_{sc}^2=2q\varepsilon_sN(\phi_B-v)$ gives $dQ_{sc}/d\phi_B=q\varepsilon_sN/Q_{sc}=\varepsilon_s/W$, the depletion capacitance per area.

## The theorem

**Theorem.** Under A1 to A4 and the conditions of the lemmas, define

$$\alpha=\frac{qD\delta}{\varepsilon_i},\qquad S=\frac1{1+\alpha},\qquad \beta=\frac{\delta\,\varepsilon_s}{\varepsilon_iW}.$$

(With $D$ per joule, $\alpha=q^2D\delta/\varepsilon_i$.) Then:

(a) The local slope is $d\phi_B/d\phi_m=1/(1+\alpha+\beta)$.

(b) If the depletion charge is neglected, the barrier is linear in the work function, with slope $S$:

$$\phi_B=\phi_L\equiv S(\phi_m-\chi)+(1-S)(E_g-\phi_0).$$

*Proof.* The contact as a whole is neutral, so $Q_m=-(Q_{ss}+Q_{sc})$. Lemma 1 becomes

$$\phi_m-\chi-\phi_B=\frac{\delta}{\varepsilon_i}(Q_{ss}+Q_{sc}).$$

For (a), differentiate. Lemma 2 gives $dQ_{ss}=qD\,d\phi_B$ and Lemma 3 gives $dQ_{sc}=(\varepsilon_s/W)\,d\phi_B$. Thus $d\phi_m-d\phi_B=(\alpha+\beta)\,d\phi_B$, which is the stated slope.

For (b), set $Q_{sc}=0$ and insert Lemma 2:

$$\phi_m-\chi-\phi_B=-\alpha(E_g-\phi_0-\phi_B).$$

Collecting $\phi_B$ gives $(1+\alpha)\phi_B=\phi_m-\chi+\alpha(E_g-\phi_0)$. Division by $1+\alpha$, with $\alpha/(1+\alpha)=1-S$, gives the result. ∎

The slope is a capacitive divider. Dividing $\alpha$ and $\beta$ by $\delta/\varepsilon_i$ shows that the gap capacitance $\varepsilon_i/\delta$ competes with $qD$ from the states and $\varepsilon_s/W$ from depletion. Of a change of work function, the band bending takes the share $1/(1+\alpha+\beta)$ and the gap takes the rest, $(\alpha+\beta)/(1+\alpha+\beta)$.

**Two limits.** For $D\to0$, $S\to1$ and $\phi_L\to\phi_m-\chi$, the Schottky-Mott rule. For large $D$, put $\phi_*=\chi+E_g-\phi_0$, the work function at which, in the linear law, the states carry no charge and the gap has no field. Subtracting $E_g-\phi_0$ from $\phi_L$ gives

$$\phi_L-(E_g-\phi_0)=S(\phi_m-\phi_*).$$

The barrier approaches the pinned, or Bardeen, value $E_g-\phi_0$, and the remaining distance falls as $1/D$.

**Corollary (barrier with depletion charge).** Keeping $Q_{sc}$ in the algebra of (b) gives $(1+\alpha)\phi_B=(1+\alpha)\phi_L-\delta Q_{sc}/\varepsilon_i$, hence

$$\phi_B=\phi_L-S\,\frac{\delta}{\varepsilon_i}Q_{sc}.$$

Positive donor charge lowers the barrier. Write $y=\sqrt{\phi_B-v}$ and $C=2q\varepsilon_sN\delta^2/\varepsilon_i^2$, so that $\delta Q_{sc}/\varepsilon_i=\sqrt C\,y$. Then $y^2+S\sqrt C\,y-(\phi_L-v)=0$. For $\phi_L>v$ its one positive root gives

$$\phi_B=v+\left[-\frac{S\sqrt C}{2}+\sqrt{\frac{S^2C}{4}+\phi_L-v}\,\right]^2 .$$

There are thus two conditions for the linear law: $\beta\ll1+\alpha$ for its slope, and small $S\delta Q_{sc}/\varepsilon_i$ for its height.

**Remark (p-type contact).** Lemmas 1 and 2 do not contain the doping. With depletion charge neglected and the same interface, $E_F$ therefore sits at the same place in the gap on p-type material. The hole barrier is $E_g-\phi_L$, with slope $-S$.

**Remark (reading a measured line).** Solving $S=1/(1+\alpha)$ for $D$ gives $D=\varepsilon_i(1-S)/(q\delta S)$. The slope fixes the product $D\delta/\varepsilon_i$ and no more; $D$ follows if $\delta/\varepsilon_i$ is known independently.

## Worked contact: five metals on n-type silicon

The silicon values are rough: $E_g=1.12$ eV, $\chi=4.05$ eV, $\phi_0=0.35$ eV, relative permittivity 11.7. Round choices are $\delta=0.5$ nm, relative gap permittivity 2, $D=5\times10^{13}$ eV$^{-1}$cm$^{-2}$, $N=10^{16}$ cm$^{-3}$ and 300 K. In SI units,

$$\alpha=\frac{(1.602\times10^{-19})(5\times10^{17})(0.5\times10^{-9})}{2(8.854\times10^{-12})}=2.26,\qquad S=\frac1{3.26}=0.307 .$$

The pinned value is $1.12-0.35=0.77$ eV, and $\phi_*=4.82$ eV. For $\phi_m=5.30$ eV, $\phi_L=0.307(1.25)+0.693(0.77)=0.917$ eV.

| $\phi_m$ (eV) | $\phi_L$ (eV) | $\phi_B$ (eV) | gap field (MV/cm) |
|---|---|---|---|
| 4.30 | 0.611 | 0.608 | 7.2 |
| 4.80 | 0.764 | 0.760 | 0.2 |
| 5.30 | 0.917 | 0.913 | 6.7 |

The third column is the corollary; the field is given as a magnitude. A grid solution of the nonlinear Poisson equation through gap and semiconductor, with electrons, holes, donors and Fermi-filled interface states, gives the same barriers to 0.1 meV for all five metals.

At 5.30 eV the states hold $-qD(0.770-0.913)$, or $+1.146$ µC/cm², and the depletion layer $+0.048$ µC/cm². The metal holds $-1.194$ µC/cm². At this end of the range the states carry about 24 times the depletion charge. This end is also where neglecting holes begins to fail. With $N_v\approx2.7\times10^{19}$ cm$^{-3}$ the effective valence density of states, the surface hole density $N_ve^{-(E_g-\phi_B)/kT}$ is about $0.9N$. The holes lower the barrier by only 0.07 meV, but they roughly double $\beta$, and the local slope there is 0.3049 instead of the 0.3056 given by (a). The linear law works for all five metals because $S\delta Q_{sc}/\varepsilon_i$ is only 3 to 4 meV and $\beta\ll1+\alpha$.

Near $\phi_m=4.80$ eV, $\beta=0.011$, so the slope is 0.3055 instead of 0.3066. The grid solution, differenced between 4.75 and 4.85 eV, also gives 0.3055. With $D=0$ it gives 0.989, close to Schottky-Mott. At 5.30 eV the barrier is 10.1 meV above the pinned value for $D=10^{15}$ eV$^{-1}$cm$^{-2}$ and 1.03 meV above it for $10^{16}$, the expected tenfold fall.

Reading the grid barriers as if they were a measured line returns $D=5.03\times10^{13}$ eV$^{-1}$cm$^{-2}$ and $\phi_0=0.355$ eV. The errors, relative to the inputs, are 0.5 % and 5 meV. Both come from the neglected depletion charge. In the slope, $\beta$ is counted as part of $\alpha$, and $\beta/\alpha\approx0.5$ % is the error of $D$. In the height, the barriers lie about 3.6 meV below the linear law, and the fit reads this as a rise of $\phi_0$ by $3.6/(1-S)\approx5$ meV.

## What the model leaves out

**Metal screening.** The metal charge is not a perfect sheet. In linear Thomas-Fermi theory the field decays in the metal as $e^{-s/\lambda}$ with depth $s$, from the surface value $Q_m/\varepsilon_0$. Integrating it adds a potential drop $\lambda Q_m/\varepsilon_0$. Lemma 1 then holds with $\delta/\varepsilon_i$ replaced by $\delta/\varepsilon_i+\lambda/\varepsilon_0$. For a free-electron metal with a rough density of $10^{23}$ cm$^{-3}$, $\lambda=0.054$ nm, and $S$ falls from 0.307 to 0.267. This assumes that the metal charge begins at the gap edge. In a real metal the electrons spill past the positive background and the induced charge can be centred outside it, so the size and even the sign of the correction depend on where $\delta$ is measured from. As computed, it is the largest change of the overall slope among the effects sized here.

**Nonuniform states.** For a density varying slowly on the scale of $kT$, moving $E_F$ by a small amount changes the charge by $qD(E_F)$ times that amount. The local slope therefore contains $D$ at the Fermi level. Let $D$ grow linearly with energy, by 100 % of its value at $\phi_0$ per eV. Without depletion charge the slope is then 0.277 at $\phi_m=4.30$ eV and 0.344 at 5.30 eV, while the barriers at these ends rise by less than 10 meV. A nearly straight set of barriers can thus hide a varying density.

**Image force.** If the metal touched the semiconductor, an electron at distance $x$ from it would have image energy $-q/(16\pi\varepsilon_sx)$. In a surface field of magnitude $\mathcal E$ the field adds $-\mathcal Ex$. The sum is greatest where $x^2=q/(16\pi\varepsilon_s\mathcal E)$; there the two terms are equal, and the barrier is lowered by $\sqrt{q\mathcal E/(4\pi\varepsilon_s)}$. This gives 20.5 meV at $\phi_m=4.30$ eV and 23.8 meV at 5.30 eV. The gap, with its lower permittivity, weakens the attraction and, within roughly 2 nm of the semiconductor surface, turns it into repulsion. In this continuum picture the attraction left at larger distances is everywhere weaker than the surface field, so no maximum forms inside the semiconductor, and within about 0.9 nm of the surface the image energy is positive. The values therefore belong to direct contact; for the present contact they are upper estimates of a lowering that may be absent or reversed. Taken as they stand, they exceed the 4 meV depletion shift but lower the mean slope by only 0.003.

**Doping and tunnelling.** At $\phi_m=4.80$ eV the depletion shift is $-3.6$ meV, and $-39$ meV for $N=10^{18}$ cm$^{-3}$, the other inputs held fixed. For tunnelling at the foot of a parabolic barrier of height $V$, the decay rate is $\sqrt{2mqV}(1-x/W)/\hbar$, with $W=\sqrt{2\varepsilon_sV/(qN)}$. Twice its integral is $\sqrt{2mqV}\,W/\hbar=V/E_{00}$, where $E_{00}=(\hbar/2)\sqrt{N/(m\varepsilon_s)}$ in eV. Rough silicon masses of 0.19 and 0.92 electron masses give 1.25 and 0.57 meV. Both are far below $kT=25.9$ meV, so at $10^{16}$ cm$^{-3}$ tunnelling at the foot is weak beside thermal emission. This comparison does not size tunnelling of thermally excited electrons through the thin tip of the barrier, which can still add noticeably to the current. Bulk degeneracy is negligible too, since $N/N_c=3.6\times10^{-4}$. At $10^{18}$ cm$^{-3}$, $E_{00}$ is ten times larger and tunnelling through the depletion layer carries more current than emission over the barrier, so the $-39$ meV shift is then not the main effect on the current. At any doping the current must also tunnel through the gap, which lowers it by a factor not sized here.

**Temperature.** Heating to 400 K narrows the gap by a rough 27 meV. With $\chi$, $\phi_0$ and $D$ held fixed, the linear law predicts a change of $-(1-S)\times27=-19$ meV at $\phi_m=4.80$ eV; with depletion charge included it is $-18$ meV.

## The model beside real contacts

Measured barriers on silicon follow the work function much less than one for one, with slopes very roughly 0.1 to 0.3 and considerable scatter, so the model slope lies at the upper end of that range. The chosen $D$ suits a strongly disturbed interface; it is orders of magnitude above that of a well-passivated thermal oxide. The gap is an effective layer a few atoms thick, for which a bulk permittivity is a rough description. Its largest field, 7.2 MV/cm, is near the rough 10 MV/cm breakdown field of a good oxide, although the voltage across it is only 0.36 V.

Real contacts break A3 most plainly, because metals react with silicon and form different interfaces. An extra dipole that shifts the vacuum level by $\Delta$ enters beside $\phi_m-\chi$ and moves the barrier by $S\Delta$: 0.1 eV gives 31 meV. A shift of $\phi_0$ by 0.1 eV moves it by $-(1-S)\times0.1=-0.069$ eV. Changes of this size from metal to metal scatter the points about the line. For design, a barrier that follows the work function needs $D\ll\varepsilon_i/(q\delta)$, here $2.2\times10^{13}$ eV$^{-1}$cm$^{-2}$, together with $\beta\ll1$, an interface that stays the same when the metal is changed, and negligible hole charge at the surface. The last condition fails for the 1.25 eV predicted at the start: that value exceeds the band gap, and holes would keep the barrier lower, near 1.12 eV in this model at $D=0$. It is already strained near 1.0 eV, where holes cut the $D=0$ slope to about 0.9. The remaining values are in the numerical output.

## Table of computed values

```
Rough Si: gap 1.12 eV, affinity 4.05 eV, phi_0 0.35 eV
Rough Si: relative permittivity 11.7
Rough Si: Nc 2.8e+19, Nv 2.7e+19 cm^-3
Gap: 0.5 nm, relative permittivity 2.0
State density D: 5.0e+13 eV^-1 cm^-2
Donors: 1.0e+16 cm^-3; temperature 300 K
kT: 0.02585 eV; V_n: 0.2052 eV
alpha: 2.2619; S: 0.3066
D for S = 1/2: 2.211e+13 eV^-1 cm^-2
Pinned barrier E_g - phi_0: 0.770 eV
Work function with no gap drop: 4.820 eV
phi_m | linear | with depletion | Poisson (all eV)
4.30 | 0.6106 | 0.6075 | 0.6075
4.55 | 0.6872 | 0.6839 | 0.6839
4.80 | 0.7639 | 0.7602 | 0.7602
5.05 | 0.8405 | 0.8366 | 0.8366
5.30 | 0.9172 | 0.9130 | 0.9130
phi_m (eV) | phi_m-chi-phi_B (eV) | gap field size (MV/cm)
4.30 | -0.3575 | 7.15
4.55 | -0.1839 | 3.68
4.80 | -0.0102 | 0.20
5.05 | +0.1634 | 3.27
5.30 | +0.3370 | 6.74
Rough oxide breakdown field (input): 10 MV/cm
Charges at phi_m = 5.30 eV, uC/cm2:
  metal -1.1936, states +1.1458, depletion +0.0476
Depletion width at 5.30 eV: 297.0 nm
D (eV^-1 cm^-2) | S | slope with beta | Poisson slope | beta
0.0e+00 | 1.0000 | 0.9887 | 0.9887 | 0.0114
1.0e+13 | 0.6885 | 0.6832 | 0.6832 | 0.0113
5.0e+13 | 0.3066 | 0.3055 | 0.3055 | 0.0112
1.0e+15 | 0.0216 | 0.0216 | 0.0216 | 0.0111
Pinning at phi_m = 5.30 eV, Poisson:
  D 1e+15 eV^-1 cm^-2: barrier 0.7801 eV, above pinned value 10.12 meV
  D 1e+16 eV^-1 cm^-2: barrier 0.7710 eV, above pinned value 1.03 meV
Line fit to Poisson barriers: slope 0.3055
Recovered D: 5.026e+13 eV^-1 cm^-2
Recovered phi_0: 0.3552 eV
Depletion shift at 4.80 eV: -3.63 meV
Same at 1e18 cm^-3 donors: -39.04 meV
Image lowering at 4.30, 5.30 eV: 20.5, 23.8 meV
Image-force change of mean slope: -0.0033
D tilt 1 per eV, barrier shift at 4.30, 5.30 eV: +8.0, +8.4 meV
  local slopes there: 0.2774, 0.3436
Metal electron density (rough): 1e+23 cm^-3
Metal screening length: 0.0538 nm; S becomes 0.2668
Tunnelling energy E00, masses 0.19, 0.92: 1.25, 0.57 meV
Degeneracy ratio N/Nc: 3.6e-04
Rough gap narrowing, 300 to 400 K: 27 meV
Barrier change at 4.80 eV, 300 to 400 K: -18.3 meV
```
